# Off-diagonal Hellmann–Feynman relation and derivative couplings near closing gaps: a numerical check

```python
# Result under test, for eigenstates m != n of a Hermitian H(R):
#     <m|dH/dR|n> = (En - Em) <m|dn/dR>
# F = <m|dH/dR|n> is the off-diagonal force element, d = <m|dn/dR> the
# derivative coupling, gap = En - Em. Here d is always computed by finite
# differences of eigenvectors, F from the analytic derivative of H.
# The coupling diverges when the gap vanishes faster than F, not otherwise.
# Main model: one electron in 1D, two fixed attractive soft-Coulomb centres
# at +-L/2 and a repulsive ion at R. Hartree atomic units throughout.
import numpy as np
from scipy.linalg import eigh
from scipy.constants import physical_constants as pc

HARTREE_EV = pc["Hartree energy in eV"][0]
BOHR_ANGSTROM = pc["Bohr radius"][0] * 1e10
ION_CHARGE = 0.5
SOFTENING = 1.0


def close(value, reference, relative):
    return abs(value - reference) <= relative * abs(reference)


def aligned(vectors, reference):
    """Choose real signs so that the vectors continue the reference."""
    return vectors * np.sign(np.sum(vectors * reference, axis=0))


def state_derivative(states_at, R, h, reference):
    plus = aligned(states_at(R + h), reference)
    minus = aligned(states_at(R - h), reference)
    return (plus - minus) / (2 * h)


def pair_data(H_at, dH, R, h):
    """Gap, F and d of the two lowest states, signs chosen so that F >= 0."""
    E, U = np.linalg.eigh(H_at(R))
    dU = state_derivative(lambda s: np.linalg.eigh(H_at(s))[1], R, h, U)
    F = U[:, 0] @ dH @ U[:, 1]
    d = U[:, 0] @ dU[:, 1]
    sign = -1.0 if F < 0 else 1.0
    return E[1] - E[0], sign * F, sign * d


# ---------- electron on a grid of sinc functions ----------
def make_grid(step, half_points):
    index = np.arange(-half_points, half_points + 1)
    diff = index[:, None] - index[None, :]
    safe = np.where(diff == 0, 1, diff)
    T = np.where(diff == 0, np.pi**2 / 6, (-1.0)**np.abs(diff) / safe**2)
    return index * step, T / step**2


def soft(u):
    return 1 / np.sqrt(u**2 + SOFTENING**2)


def hamiltonian(x, T, L, R):
    V = -soft(x - L / 2) - soft(x + L / 2) + ION_CHARGE * soft(x - R)
    return T + np.diag(V)


def force_operator(x, R):
    return np.diag(ION_CHARGE * (x - R) * soft(x - R)**3)


STEP, HALF = 0.2, 100
x, T = make_grid(STEP, HALF)
print(f"ion charge magnitude: {ION_CHARGE} e")
print(f"softening length: {SOFTENING} bohr")
print(f"grid step: {STEP} bohr, box half-length: {x[-1]:.1f} bohr")

# closing the tunnelling gap at the symmetric ion position R = 0
lengths = [4.0, 6.0, 8.0, 10.0]
table = {}
for L in lengths:
    H_at = lambda R, L=L: hamiltonian(x, T, L, R)
    E = np.linalg.eigvalsh(H_at(0.0))
    rough_gap = E[1] - E[0]
    gap, F, d = pair_data(H_at, force_operator(x, 0.0), 0.0, 0.01 * rough_gap)
    assert close(d, F / gap, 1e-4)
    table[L] = (gap, F, d)
    print(f"L={L:.0f} bohr: E0={E[0]:.6f}, E1={E[1]:.6f} hartree")
    print(f"  gap={gap:.6e} hartree, F={F:.6e} hartree/bohr")
    print(f"  F/gap={F / gap:.6f}, d from states={d:.6f} 1/bohr")

gaps, forces, couplings = np.array([table[L] for L in lengths]).T
assert np.all(np.diff(gaps) < 0) and np.all(np.diff(couplings) > 0)
assert couplings[-1] > 10 * couplings[0]
print(f"L=4 to 10: gap falls by factor {gaps[0] / gaps[-1]:.2f}")
print(f"L=4 to 10: F falls by factor {forces[0] / forces[-1]:.3f}")
print(f"L=4 to 10: d grows by factor {couplings[-1] / couplings[0]:.2f}")
print(f"L=10: gap={gaps[-1] * HARTREE_EV:.5e} eV")
print(f"L=10: d={couplings[-1] / BOHR_ANGSTROM:.4f} 1/angstrom")

# F is roughly the ion's field at one well; the electron cloud has a finite
# width of about 1 bohr, hence the loose tolerance
field = ION_CHARGE * 5.0 * soft(5.0)**3
assert close(forces[-1], field, 0.25)
print(f"L=10: ion field at a well={field:.6e} hartree/bohr")

# the small gap does not depend on the grid
x_fine, T_fine = make_grid(0.16, 125)
E_fine = np.linalg.eigvalsh(hamiltonian(x_fine, T_fine, 10.0, 0.0))
assert close(E_fine[1] - E_fine[0], gaps[-1], 1e-4)

# ---------- shape of the coupling peak as the ion moves ----------
nodes, weights = np.polynomial.legendre.leggauss(24)
limit = np.arctan(10.0)
for L in (8.0, 10.0):
    gap0, F0, d0 = table[L]
    width = gap0 / (2 * F0)
    H_at = lambda R, L=L: hamiltonian(x, T, L, R)

    def at(R):
        return pair_data(H_at, force_operator(x, R), R, 0.01 * gap0)

    gap_w, _, d_w = at(width)
    area = 0.0
    for u, weight in zip(limit * nodes, limit * weights):
        area += weight * width / np.cos(u)**2 * at(width * np.tan(u))[2]
    # the two-state estimate leaves out all other states and curvature in R
    assert close(d_w / d0, 0.5, 0.03)
    assert close(gap_w / gap0, np.sqrt(2), 0.03)
    assert abs(area - limit) < 0.03
    print(f"L={L:.0f}: half width w={width:.6f} bohr")
    print(f"  d(w)/d(0)={d_w / d0:.5f}, gap(w)/gap(0)={gap_w / gap0:.5f}")
    print(f"  peak area within +-10w={area:.5f} (no unit)")
print(f"two-state area within +-10w={limit:.5f} (no unit)")

# ---------- four lowest states away from the symmetric position ----------
R0, h = 0.7, 1e-4
H_at = lambda R: hamiltonian(x, T, 6.0, R)
E, U = np.linalg.eigh(H_at(R0))
dU = state_derivative(lambda R: np.linalg.eigh(H_at(R))[1], R0, h, U)
F_all = U[:, :4].T @ force_operator(x, R0) @ U[:, :4]
d_all = U[:, :4].T @ dU[:, :4]
energy_difference = E[None, :4] - E[:4, None]
worst = np.max(np.abs((F_all - energy_difference * d_all)[~np.eye(4, dtype=bool)]))
slope = (np.linalg.eigvalsh(H_at(R0 + h)) - np.linalg.eigvalsh(H_at(R0 - h)))[:4] / (2 * h)
assert worst < 1e-5
assert np.max(np.abs(slope - np.diag(F_all))) < 1e-6
print(f"L=6, R={R0} bohr, 4 states: worst error={worst:.1e} hartree/bohr")

# ---------- complex Hermitian matrices, two phase conventions ----------
rng = np.random.default_rng(3)


def random_hermitian():
    M = rng.normal(size=(5, 5)) + 1j * rng.normal(size=(5, 5))
    return (M + M.conj().T) / 2


A, B, C = (random_hermitian() for _ in range(3))
R0, h = 0.3, 1e-5
off = ~np.eye(5, dtype=bool)
results = []
for rates in (np.zeros(5), np.array([0.5, -1.0, 2.0, 0.3, -0.7])):
    def states(R):
        E, U = np.linalg.eigh(A + R * B + R**2 * C)
        U = U * np.exp(-1j * np.angle(U[0]))
        return E, U * np.exp(1j * rates * R)

    E, U = states(R0)
    D = U.conj().T @ (states(R0 + h)[1] - states(R0 - h)[1]) / (2 * h)
    F_matrix = U.conj().T @ (B + 2 * R0 * C) @ U
    difference = E[None, :] - E[:, None]
    assert np.max(np.abs((F_matrix - difference * D)[off])) < 1e-6
    assert np.max(np.abs(D + D.conj().T)) < 1e-6
    results.append(D)
assert np.max(np.abs(np.abs(results[0]) - np.abs(results[1]))[off]) < 1e-6
assert np.max(np.abs(np.diag(results[1] - results[0]) - 1j * rates)) < 1e-6

# ---------- conical intersection ----------
def two_level(z, xx):
    return np.array([[z, xx], [xx, -z]])


k, angle = 0.1, 0.7
c, s = np.cos(angle), np.sin(angle)
print(f"two-state slope k={k} hartree/bohr, polar angle={angle} rad")
for r in (0.1, 0.01):
    radial = pair_data(lambda t: two_level(k * (r + t) * c, k * (r + t) * s),
                       two_level(k * c, k * s), 0.0, 1e-3 * r)
    tangential = pair_data(
        lambda t: two_level(k * (r * c - t * s), k * (r * s + t * c)),
        two_level(-k * s, k * c), 0.0, 1e-3 * r)
    assert close(tangential[0], 2 * k * r, 1e-10)
    assert close(tangential[1], k, 1e-10)
    assert close(tangential[2], 1 / (2 * r), 1e-5)
    assert abs(radial[1]) < 1e-12 and abs(radial[2]) < 1e-8
    print(f"cone r={r} bohr: gap={tangential[0]:.4f} hartree")
    print(f"  d tangential={tangential[2]:.4f}, radial={abs(radial[2]):.4f} 1/bohr")

# ---------- a closing gap with a finite coupling ----------
kappa = 0.5
print(f"rotation rate kappa={kappa} 1/bohr")
for R in (0.1, 0.01, 0.001):
    def rotating(t):
        return two_level(k * t * np.cos(2 * kappa * t), k * t * np.sin(2 * kappa * t))

    cc, ss = np.cos(2 * kappa * R), np.sin(2 * kappa * R)
    dH = two_level(k * cc - 2 * k * R * kappa * ss, k * ss + 2 * k * R * kappa * cc)
    gap, F, d = pair_data(rotating, dH, R, 1e-3 * R)
    assert close(gap, 2 * k * R, 1e-9) and close(F, 2 * k * R * kappa, 1e-9)
    assert close(d, kappa, 1e-5)
    print(f"R={R} bohr: gap={gap:.1e} hartree, F={F:.1e} hartree/bohr, d={d:.5f} 1/bohr")

# ---------- approximate states in a small Gaussian basis ----------
L, R0, h = 6.0, 0.4, 1e-4


def trial_states(R, centre):
    """Variational states from two well Gaussians and one at 'centre'."""
    chi = np.stack([np.exp(-0.4 * (x + L / 2)**2),
                    np.exp(-0.4 * (x - L / 2)**2),
                    np.exp(-0.5 * (x - centre)**2)], axis=1)
    E, coefficients = eigh(chi.T @ hamiltonian(x, T, L, R) @ chi, chi.T @ chi)
    return E, chi @ coefficients


E, psi = trial_states(R0, R0)
gap = E[1] - E[0]
F = psi[:, 0] @ force_operator(x, R0) @ psi[:, 1]
orientation = -1.0 if F < 0 else 1.0
residual = hamiltonian(x, T, L, R0) @ psi - psi * E
frozen = state_derivative(lambda R: trial_states(R, R0)[1], R0, h, psi)
moving = state_derivative(lambda R: trial_states(R, R)[1], R0, h, psi)
d_frozen = psi[:, 0] @ frozen[:, 1]
d_moving = psi[:, 0] @ moving[:, 1]
extra = moving[:, 0] @ residual[:, 1] + residual[:, 0] @ moving[:, 1]
corrected = (F + extra) / gap
assert close(d_frozen, F / gap, 1e-5)
assert close(d_moving, corrected, 1e-5)
assert abs(d_moving - F / gap) > 100 * abs(d_moving - corrected)
print(f"Gaussian basis, L={L:.0f}, R={R0} bohr: gap={gap:.6f} hartree")
print(f"  bare F/gap={orientation * F / gap:.6f} 1/bohr")
print(f"  d, frozen basis={orientation * d_frozen:.6f} 1/bohr")
print(f"  d, moving basis={orientation * d_moving:.6f} 1/bohr")
print(f"  (F + residual terms)/gap={orientation * corrected:.6f} 1/bohr")

print("done: every assertion held")
```

Output:

```
ion charge magnitude: 0.5 e
softening length: 1.0 bohr
grid step: 0.2 bohr, box half-length: 20.0 bohr
L=4 bohr: E0=-0.713341, E1=-0.641422 hartree
  gap=7.191902e-02 hartree, F=8.421482e-02 hartree/bohr
  F/gap=1.170967, d from states=1.170966 1/bohr
L=6 bohr: E0=-0.672110, E1=-0.660859 hartree
  gap=1.125130e-02 hartree, F=5.330914e-02 hartree/bohr
  F/gap=4.738041, d from states=4.738039 1/bohr
L=8 bohr: E0=-0.667588, E1=-0.666071 hartree
  gap=1.517166e-03 hartree, F=3.258787e-02 hartree/bohr
  F/gap=21.479443, d from states=21.479439 1/bohr
L=10 bohr: E0=-0.668049, E1=-0.667857 hartree
  gap=1.915589e-04 hartree, F=2.104140e-02 hartree/bohr
  F/gap=109.842979, d from states=109.842966 1/bohr
L=4 to 10: gap falls by factor 375.44
L=4 to 10: F falls by factor 4.002
L=4 to 10: d grows by factor 93.81
L=10: gap=5.21258e-03 eV
L=10: d=207.5731 1/angstrom
L=10: ion field at a well=1.885732e-02 hartree/bohr
L=8: half width w=0.023278 bohr
  d(w)/d(0)=0.49995, gap(w)/gap(0)=1.41428
  peak area within +-10w=1.47061 (no unit)
L=10: half width w=0.004552 bohr
  d(w)/d(0)=0.50000, gap(w)/gap(0)=1.41422
  peak area within +-10w=1.47112 (no unit)
two-state area within +-10w=1.47113 (no unit)
L=6, R=0.7 bohr, 4 states: worst error=1.9e-10 hartree/bohr
two-state slope k=0.1 hartree/bohr, polar angle=0.7 rad
cone r=0.1 bohr: gap=0.0200 hartree
  d tangential=5.0000, radial=0.0000 1/bohr
cone r=0.01 bohr: gap=0.0020 hartree
  d tangential=50.0000, radial=0.0000 1/bohr
rotation rate kappa=0.5 1/bohr
R=0.1 bohr: gap=2.0e-02 hartree, F=1.0e-02 hartree/bohr, d=0.50000 1/bohr
R=0.01 bohr: gap=2.0e-03 hartree, F=1.0e-03 hartree/bohr, d=0.50000 1/bohr
R=0.001 bohr: gap=2.0e-04 hartree, F=1.0e-04 hartree/bohr, d=0.50000 1/bohr
Gaussian basis, L=6, R=0.4 bohr: gap=0.043452 hartree
  bare F/gap=0.440690 1/bohr
  d, frozen basis=0.440690 1/bohr
  d, moving basis=0.490557 1/bohr
  (F + residual terms)/gap=0.490557 1/bohr
done: every assertion held
```
